**Koelling-Harmon elimination and the restored Dirac term**

The program tests that eliminating $Q$ from the Koelling-Harmon pair gives a second-order equation with the term $-V'g'/(4M^2c^2)$, and that adding $-(\kappa+1)V'g/(4M^2c^2r)$ gives the equation of Dirac's large component $g$. Here $M=1+(\varepsilon-V)/(2c^2)$, $\varepsilon$ is the energy without rest energy, and $\kappa$ is the Dirac angular quantum number. Both eliminations are asserted symbolically for an arbitrary potential. For a point charge $Z=80$, shooting solutions are asserted to agree with the closed Dirac levels within $10^{-4}$ hartree, and for a screened potential the energy and both components are compared with a direct solution of the Dirac pair. Further assertions cover the closed $2p_{3/2}$ orbital, the exponents at the origin, the first-order level shift and the nearly quadratic shift of the weighted mean level. The output shows a scalar $2p$ level at $-840.85$ hartree, between $2p_{1/2}$ at $-904.85$ and $2p_{3/2}$ at $-817.81$ hartree. The weighted Dirac mean lies 5.97 hartree below the scalar level.

## Verification by program

```python
"""
Result under test (Hartree atomic units, m = 1).
With M = 1 + (eps - V)/(2 c^2), eliminating Q from the Koelling-Harmon pair
    P' = P/r + 2 M Q,   Q' = -Q/r + [L/(2 M r^2) + V - eps] P,   P = r g,
gives
    -(1/2M)[g'' + 2g'/r - L g/r^2] - V' g'/(4 M^2 c^2) + V g = eps g,
and adding -k V' g/(4 M^2 c^2 r), k = kappa + 1, gives the equation obeyed by
the large component g of the radial Dirac equation (small component f).
Symbols: L = l(l+1) = kappa(kappa+1); eps = energy without rest energy;
V = -Z exp(-mu r)/r, where mu = 0 is the point-nucleus Coulomb field.
Integrations use x = ln r and u = r g'.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

c = 1.0 / const.fine_structure
hartree_eV = const.physical_constants["Hartree energy"][0] / const.e
Z = 80.0
R_IN, R_MATCH, R_OUT = 1e-8, 0.05, 1.0

# ---------- symbolic elimination for an arbitrary potential ----------
r_, c_, e_, kap, L_ = sp.symbols("r c epsilon kappa L")
g_ = sp.Function("g")(r_)
V_ = sp.Function("V")(r_)
M_ = 1 + (e_ - V_) / (2 * c_**2)
dg, dV = g_.diff(r_), V_.diff(r_)


def second_order_operator(ang):
    return (-(g_.diff(r_, 2) + 2 * dg / r_ - ang * g_ / r_**2) / (2 * M_)
            - dV * dg / (4 * M_**2 * c_**2) + (V_ - e_) * g_)


P_ = r_ * g_
Q_ = (P_.diff(r_) - P_ / r_) / (2 * M_)
pair_residual = Q_.diff(r_) + Q_ / r_ - (L_ / (2 * M_ * r_**2) + V_ - e_) * P_
assert sp.simplify(-pair_residual / r_ - second_order_operator(L_)) == 0

f_ = (dg + (kap + 1) * g_ / r_) / (2 * M_ * c_)
dirac_residual = f_.diff(r_) - (V_ - e_) * g_ / c_ - (kap - 1) * f_ / r_
restored = -(kap + 1) * dV * g_ / (4 * M_**2 * c_**2 * r_)
assert sp.simplify(-c_ * dirac_residual
                   - second_order_operator(kap * (kap + 1)) - restored) == 0


# ---------- three differential systems ----------
def potential(r, mu):
    screen = math.exp(-mu * r)
    return -Z * screen / r, Z * screen * (1 + mu * r) / r**2


def mass(r, eps, mu):
    return 1 + (eps - potential(r, mu)[0]) / (2 * c * c)


def rhs(x, y, system, eps, k, L, mu):
    a, b = y.tolist()
    r = math.exp(x)
    V, Vp = potential(r, mu)
    M = 1 + (eps - V) / (2 * c * c)
    if system == "dirac":       # a = g, b = f
        return [-k * a + 2 * M * c * r * b, r * (V - eps) * a / c + (k - 2) * b]
    if system == "pair":        # a = P, b = Q
        return [a + 2 * M * r * b,
                -b + (L / (2 * M * r) + r * (V - eps)
                      - k * Vp / (4 * M * M * c * c)) * a]
    # second-order equation: a = g, b = r g'
    bracket = (V - eps) * a - Vp * (b + k * a) / (4 * M * M * c * c * r)
    return [b, -b + L * a + 2 * M * r * r * bracket]


def start(system, r, slope, eps, k, mu):
    """Initial vector for r g'/g = slope."""
    M = mass(r, eps, mu)
    if system == "dirac":
        return [1.0, (slope + k) / (2 * M * c * r)]
    if system == "pair":
        return [1.0, slope / (2 * M * r)]
    return [1.0, slope]


def exponent(k, L):
    return -1 + math.sqrt(1 + L - k - (Z / c)**2)


def integrate(system, eps, k, L, mu, outward, grid=None):
    if outward:
        r0, slope = R_IN, exponent(k, L)
    else:
        r0 = R_OUT
        slope = -r0 * math.sqrt(-2 * eps * (1 + eps / (2 * c * c)))
    sol = solve_ivp(rhs, (math.log(r0), math.log(R_MATCH)),
                    start(system, r0, slope, eps, k, mu), method="DOP853",
                    rtol=1e-10, atol=1e-14, t_eval=grid,
                    args=(system, eps, k, L, mu))
    assert sol.success
    return sol.y


def level(system, k, L, mu=0.0, bracket=(-1100.0, -600.0)):
    def mismatch(eps):
        a = integrate(system, eps, k, L, mu, True)[:, -1]
        b = integrate(system, eps, k, L, mu, False)[:, -1]
        a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
        return a[0] * b[1] - a[1] * b[0]
    return brentq(mismatch, *bracket, xtol=1e-8)


N_OUT, N_TAIL = 1201, 801
X_OUT = np.linspace(math.log(R_IN), math.log(R_MATCH), N_OUT)
X_TAIL = np.linspace(math.log(R_OUT), math.log(R_MATCH), N_TAIL)
X = np.concatenate([X_OUT, X_TAIL[::-1]])
R = np.exp(X)


def orbital(system, eps, k, L, mu=0.0):
    a = integrate(system, eps, k, L, mu, True, X_OUT)
    b = integrate(system, eps, k, L, mu, False, X_TAIL)
    b = b * (a[0, -1] / b[0, -1])
    return np.concatenate([a, b[:, ::-1]], axis=1)


def integral(F):
    """Integral of F over r, evaluated on the logarithmic grid."""
    G = F * R
    return simpson(G[:N_OUT], x=X[:N_OUT]) + simpson(G[N_OUT:], x=X[N_OUT:])


def dirac_coulomb(n, kappa):
    gam = math.sqrt(kappa**2 - (Z / c)**2)
    return c * c * (1 / math.sqrt(1 + (Z / c / (n - abs(kappa) + gam))**2) - 1)


# ---------- Coulomb levels against the closed Dirac formula ----------
E_half, E_three = dirac_coulomb(2, 1), dirac_coulomb(2, -2)
E_2s = dirac_coulomb(2, -1)
so_half, so_three = level("second", 2, 2), level("second", -1, 2)
pair_half = level("pair", 2, 2)
pair_2s = level("pair", 0, 0)
sr_p, pair_p = level("second", 0, 2), level("pair", 0, 2)
for found, closed in ((so_half, E_half), (so_three, E_three),
                      (pair_half, E_half), (pair_2s, E_2s), (sr_p, pair_p)):
    assert abs(found - closed) < 1e-4
assert E_half < sr_p - 1 and sr_p + 1 < E_three

# ---------- screened field: energies and both components ----------
mu_test = 2.0
window = (-1000.0, -450.0)
scr_dirac = level("dirac", 2, 2, mu_test, window)
scr_second = level("second", 2, 2, mu_test, window)
scr_scalar = level("second", 0, 2, mu_test, window)
assert abs(scr_dirac - scr_second) < 1e-4
assert abs(scr_dirac - scr_scalar) > 1
yd = orbital("dirac", scr_dirac, 2, 2, mu_test)
ys = orbital("second", scr_second, 2, 2, mu_test)
M_scr = 1 + (scr_second + Z * np.exp(-mu_test * R) / R) / (2 * c * c)
f_rebuilt = (ys[1] + 2 * ys[0]) / (2 * M_scr * c * R)
g_error = np.max(np.abs(ys[0] / yd[0] - 1))
f_error = np.max(np.abs(f_rebuilt / ys[0] - yd[1] / yd[0]))
assert g_error < 1e-5 and f_error < 1e-5

# ---------- closed 2p3/2 orbital and the balance of terms ----------
gam = math.sqrt(4 - (Z / c)**2)
y3 = orbital("second", so_three, -1, 2)
closed_g = R**(gam - 1) * np.exp(-Z * R / 2)
ratio = y3[0] / closed_g
near = R < 0.5
assert np.max(np.abs(ratio[near] / ratio[N_OUT - 1] - 1)) < 1e-5
rp = 0.05
Vr, Vpr = potential(rp, 0.0)
Mr = mass(rp, E_three, 0.0)
d1 = (gam - 1) / rp - Z / 2
d2 = d1**2 - (gam - 1) / rp**2
t_kin = -(d2 + 2 * d1 / rp - 2 / rp**2) / (2 * Mr)
t_grad = -Vpr * d1 / (4 * Mr**2 * c**2)
t_so = Vpr / (4 * Mr**2 * c**2 * rp)
t_sum = t_kin + t_grad + t_so + Vr
assert abs(t_sum - E_three) < 1e-7
phi_over_g = d1 / (2 * Mr * c)
f_over_g = (d1 - 1 / rp) / (2 * Mr * c)
assert abs(f_over_g + (Z / c) / (2 + gam)) < 1e-10

# ---------- exponents at the origin, started from a wrong slope ----------
measured = {}
for name, k in (("scalar p", 0), ("p1/2", 2), ("p3/2", -1)):
    sol = solve_ivp(rhs, (math.log(1e-10), math.log(1e-6)), [1.0, 0.5],
                    method="DOP853", rtol=1e-10, atol=1e-14,
                    args=("second", -800.0, k, 2, 0.0))
    measured[name] = sol.y[1, -1] / sol.y[0, -1]
    assert abs(measured[name] - exponent(k, 2)) < 2e-3

# ---------- first-order effect of the restored term ----------
g, u = orbital("second", sr_p, 0, 2)
M = 1 + (sr_p + Z / R) / (2 * c * c)
numerator = integral(-(Z / R**2) * g**2 * R / (4 * M**2 * c**2))
norm = integral(g**2 * R**2 + (u**2 + 2 * g**2) / (4 * M**2 * c**2))
slope = numerator / norm
h = 0.02
slope_fd = (level("second", h, 2) - level("second", -h, 2)) / (2 * h)
assert abs(slope / slope_fd - 1) < 1e-3


def mean_shift(strength):
    """(2j+1)-weighted mean of the two p levels minus the scalar level."""
    return (level("second", 2 * strength, 2)
            + 2 * level("second", -strength, 2)) / 3 - sr_p


shift_small, shift_large = mean_shift(0.05), mean_shift(0.10)
scaling = shift_large / shift_small
assert abs(scaling - 4) < 0.4
mean_dirac = (E_half + 2 * E_three) / 3

# ---------- printed numbers ----------
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f},  Z/c = {Z / c:.6f}")
print("Levels, point nucleus, n = 2 (hartree)")
print(f"  2p1/2 Dirac closed formula      {E_half:.5f}")
print(f"  2p1/2 second order + restored   {so_half:.5f}")
print(f"  2p1/2 P,Q pair + restored       {pair_half:.5f}")
print(f"  2p3/2 Dirac closed formula      {E_three:.5f}")
print(f"  2p3/2 second order + restored   {so_three:.5f}")
print(f"  2s    Dirac closed formula      {E_2s:.5f}")
print(f"  2s    scalar P,Q pair           {pair_2s:.5f}")
print(f"  2p    scalar, second order      {sr_p:.5f}")
print(f"  2p    scalar, P,Q pair          {pair_p:.5f}")
print(f"  2p    weighted Dirac mean       {mean_dirac:.5f}")
print(f"  mean minus scalar level         {mean_dirac - sr_p:.5f}")
print(f"  Dirac splitting 3/2 - 1/2       {E_three - E_half:.5f}")
print(f"  same splitting                  {(E_three - E_half) * hartree_eV:.2f} eV")
print("First-order treatment of restored term (hartree)")
print(f"  slope d eps/d(kappa+1), integral    {slope:.5f}")
print(f"  slope, finite difference            {slope_fd:.5f}")
print(f"  first-order 2p1/2                   {sr_p + 2 * slope:.5f}")
print(f"  first-order 2p3/2                   {sr_p - slope:.5f}")
print(f"  first-order splitting               {-3 * slope:.5f}")
print(f"  mean shift at strength 0.05         {shift_small:.6f}")
print(f"  mean shift at strength 0.10         {shift_large:.6f}")
print(f"  ratio of these shifts               {scaling:.3f}")
print(f"2p3/2 terms divided by g at r = {rp} bohr (hartree)")
print(f"  gamma = {gam:.6f},  M = {Mr:.6f}")
print(f"  g'/g = {d1:.5f} 1/bohr,  g''/g = {d2:.4f} 1/bohr^2")
print(f"  V' = {Vpr:.1f} hartree/bohr")
print(f"  kinetic term with 1/(2M)   {t_kin:.5f}")
print(f"  -V'g'/(4M^2c^2 g)          {t_grad:.5f}")
print(f"  restored (kappa+1) term    {t_so:.5f}")
print(f"  potential V                {Vr:.5f}")
print(f"  sum                        {t_sum:.5f}")
print(f"  Q/(c r g) = {phi_over_g:.6f},  Dirac f/g = {f_over_g:.6f}")
print("Exponent s in g ~ r^s at the origin: formula, integration")
for name, k in (("scalar p", 0), ("p1/2", 2), ("p3/2", -1)):
    print(f"  {name:9s} {exponent(k, 2):.5f}  {measured[name]:.5f}")
print(f"Screened field V = -Z exp(-mu r)/r, mu = {mu_test} 1/bohr (hartree)")
print(f"  2p1/2 Dirac pair               {scr_dirac:.5f}")
print(f"  2p1/2 second order + restored  {scr_second:.5f}")
print(f"  2p scalar                      {scr_scalar:.5f}")
print(f"  largest relative deviation of g  {g_error:.1e}")
print(f"  largest deviation of f/g         {f_error:.1e}")
print("all good")
```

Printed output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80,  Z/c = 0.583788
Levels, point nucleus, n = 2 (hartree)
  2p1/2 Dirac closed formula      -904.84778
  2p1/2 second order + restored   -904.84778
  2p1/2 P,Q pair + restored       -904.84778
  2p3/2 Dirac closed formula      -817.80750
  2p3/2 second order + restored   -817.80750
  2s    Dirac closed formula      -904.84778
  2s    scalar P,Q pair           -904.84778
  2p    scalar, second order      -840.84826
  2p    scalar, P,Q pair          -840.84826
  2p    weighted Dirac mean       -846.82092
  mean minus scalar level         -5.97266
  Dirac splitting 3/2 - 1/2       87.04029
  same splitting                  2368.49 eV
First-order treatment of restored term (hartree)
  slope d eps/d(kappa+1), integral    -25.09129
  slope, finite difference            -25.09142
  first-order 2p1/2                   -891.03084
  first-order 2p3/2                   -815.75697
  first-order splitting               75.27387
  mean shift at strength 0.05         -0.011758
  mean shift at strength 0.10         -0.047396
  ratio of these shifts               4.031
2p3/2 terms divided by g at r = 0.05 bohr (hartree)
  gamma = 1.912901,  M = 1.020826
  g'/g = -21.74197 1/bohr,  g''/g = 107.5529 1/bohr^2
  V' = 32000.0 hartree/bohr
  kinetic term with 1/(2M)   765.12815
  -V'g'/(4M^2c^2 g)          8.88824
  restored (kappa+1) term    8.17611
  potential V                -1600.00000
  sum                        -817.80750
  Q/(c r g) = -0.077711,  Dirac f/g = -0.149196
Exponent s in g ~ r^s at the origin: formula, integration
  scalar p  0.63070  0.63073
  p1/2      -0.18809  -0.18784
  p3/2      0.91290  0.91286
Screened field V = -Z exp(-mu r)/r, mu = 2.0 1/bohr (hartree)
  2p1/2 Dirac pair               -752.91541
  2p1/2 second order + restored  -752.91541
  2p scalar                      -689.75104
  largest relative deviation of g  1.2e-06
  largest deviation of f/g         3.3e-06
all good
```
